# Tracer correlations for vacancy diffusion on the diamond lattice: test program

```python
"""
Result under test: for a vacancy exchanging at one rate w with its nearest
neighbours on the diamond lattice, the tracer correlation factor is f = 1/2.
In a symmetric periodic cell of N sites with one vacancy, f = (N+1)/(2N-1).
Symbols: a cubic lattice constant; c_v vacancy site fraction;
lam = p0-p1, where p0 is the probability that the same vacancy next exchanges
with the tracer from the same neighbour, p1 from each other neighbour;
G0, G2 expected visits of a free vacancy walk to its start / second neighbour;
D tracer diffusivity = f*c_v*w*a^2/8. Lengths in the lattice part are in a.
"""
import itertools
import random
import numpy as np
from scipy import constants as const


def tracer_transport(n, cell, basis, bonds, tracer_factor=1.0):
    """Solve the joint master equation of one tracer and one vacancy.
    bonds[v] lists (target sublattice, cell offset, rate).
    Returns f = D/D_uncorrelated and D."""
    dim, nsub = len(cell), len(basis)
    cells = list(itertools.product(range(n), repeat=dim))
    zero = (0,) * dim
    states = [(s, v, m) for s in range(nsub) for v in range(nsub)
              for m in cells if not (s == v and m == zero)]
    index = {state: i for i, state in enumerate(states)}
    size = len(states)
    minus_generator = np.zeros((size, size))
    drift = np.zeros((size, dim))
    jump_square = 0.0
    for i, (s, v, m) in enumerate(states):
        for target, offset, rate in bonds[v]:
            new = tuple((x + y) % n for x, y in zip(m, offset))
            if target == s and new == zero:
                rate = rate * tracer_factor
                move = -(np.array(offset) @ cell + basis[target] - basis[v])
                drift[i] += rate * move
                jump_square += rate * (move @ move)
                j = index[(v, s, tuple(x % n for x in offset))]
            else:
                j = index[(s, target, new)]
            minus_generator[i, i] += rate
            minus_generator[i, j] -= rate
    assert np.allclose(minus_generator, minus_generator.T)
    response = np.linalg.solve(minus_generator + 1.0 / size, drift)
    true_square = jump_square - 2 * np.sum(drift * response)
    return true_square / jump_square, true_square / (2 * dim * size)


# Diamond geometry: a B site in cell m touches A sites in cells m + offset.
fcc_cell = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
diamond_basis = np.array([[0, 0, 0], [1, 1, 1]]) / 4
offsets = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]


def two_sublattice_bonds(offset_list):
    return [[(1, tuple(-x for x in o), 1.0) for o in offset_list],
            [(0, o, 1.0) for o in offset_list]]


diamond_bonds = two_sublattice_bonds(offsets)

# Master equation against the closed finite-cell law and the diffusivity.
cell_results = []
for n in (1, 2, 3, 5, 7):
    N = 2 * n**3
    f_cell, D_cell = tracer_transport(n, fcc_cell, diamond_basis, diamond_bonds)
    assert abs(f_cell - (N + 1) / (2 * N - 1)) < 1e-9
    assert abs(D_cell - f_cell / (N - 1) / 8) < 1e-10
    cell_results.append((N, f_cell))
(N1, f1), (N2, f2) = cell_results[-2:]
f_diamond = (N2 * f2 - N1 * f1) / (N2 - N1)
assert abs(f_diamond - 0.5) < 1e-4

# A tracer with its own exchange rate, in units of the host rate.
N = 54
h = 2 * (N + 1) / (N - 2)
for factor in (0.3, 0.97, 4.0):
    f_changed, _ = tracer_transport(3, fcc_cell, diamond_basis,
                                   diamond_bonds, factor)
    assert abs(f_changed - h / (2 * factor + h)) < 1e-9
large_f_slow, large_D_slow = tracer_transport(
    5, fcc_cell, diamond_basis, diamond_bonds, 0.97)
large_f_same, large_D_same = tracer_transport(
    5, fcc_cell, diamond_basis, diamond_bonds)
slow_tracer_ratio = 2 * 0.97 / (1 + 0.97)
assert abs(large_D_slow / large_D_same - slow_tracer_ratio) < 2e-4

# Honeycomb shares the needed symmetry; simple cubic does not.
hex_cell = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
hex_basis = np.array([[0.0, 0.0], hex_cell.sum(axis=0) / 3])
hex_bonds = two_sublattice_bonds([(0, 0), (1, 0), (0, 1)])
hex_values = []
for n in (6, 12):
    N = 2 * n**2
    f_hex, _ = tracer_transport(n, hex_cell, hex_basis, hex_bonds)
    assert abs(f_hex - (N + 2) / (3 * N - 2)) < 1e-9
    hex_values.append((N, f_hex))
f_honeycomb = ((hex_values[1][0] * hex_values[1][1]
                - hex_values[0][0] * hex_values[0][1])
               / (hex_values[1][0] - hex_values[0][0]))
assert abs(f_honeycomb - 1 / 3) < 1e-3
unit = np.eye(3, dtype=int)
cubic_bonds = [[(0, tuple(int(x) for x in sign * e), 1.0)
                for e in unit for sign in (1, -1)]]
f_sc6, _ = tracer_transport(6, np.eye(3), np.zeros((1, 3)), cubic_bonds)
f_sc10, _ = tracer_transport(10, np.eye(3), np.zeros((1, 3)), cubic_bonds)
f_cubic = (1000 * f_sc10 - 216 * f_sc6) / (1000 - 216)
assert abs(f_cubic - 2 / 3) > 0.01

# Simulated history: cosines between successive and next-successive jumps.
n = 3
N = 2 * n**3


def site_number(sub, m):
    x, y, z = (q % n for q in m)
    return 2 * ((x * n + y) * n + z) + sub


neighbours = [[0] * 4 for _ in range(N)]
for m in itertools.product(range(n), repeat=3):
    for b, o in enumerate(offsets):
        minus = tuple(x - y for x, y in zip(m, o))
        plus = tuple(x + y for x, y in zip(m, o))
        neighbours[site_number(0, m)][b] = site_number(1, minus)
        neighbours[site_number(1, m)][b] = site_number(0, plus)
b_to_a = np.array([np.array(o) @ fcc_cell - diamond_basis[1] for o in offsets])
directions = np.vstack([b_to_a, -b_to_a]) / np.linalg.norm(b_to_a[0])
cosine = (directions @ directions.T).tolist()
rng = random.Random(12)
atom_at = list(range(N))
last, before_last = [-1] * N, [-1] * N
vacancy = 0
sum1 = sum2 = 0.0
count1 = count2 = 0
for _ in range(600000):
    b = int(4 * rng.random())
    source = neighbours[vacancy][b]
    atom = atom_at[source]
    jump = b + 4 * (vacancy % 2)
    if last[atom] >= 0:
        sum1 += cosine[last[atom]][jump]
        count1 += 1
    if before_last[atom] >= 0:
        sum2 += cosine[before_last[atom]][jump]
        count2 += 1
    before_last[atom], last[atom] = last[atom], jump
    atom_at[vacancy] = atom
    vacancy = source
cos1, cos2 = sum1 / count1, sum2 / count2
cos1_theory = -(1 - 2 / N) / 3
# Tolerance: about six statistical standard errors.
assert abs(cos1 - cos1_theory) < 0.006
assert abs(cos2 - cos1_theory**2) < 0.006


# Infinite-lattice visit numbers by Brillouin-zone quadrature.
def visit_numbers(points):
    phase = 2 * np.pi * (np.arange(points) + 0.5) / points
    x, y, z = np.meshgrid(phase, phase, phase, indexing="ij", sparse=True)
    structure = 1 + np.exp(1j * x) + np.exp(1j * y) + np.exp(1j * z)
    denominator = 1 - np.abs(structure / 4)**2
    return np.mean(1 / denominator), np.mean((1 - np.cos(x)) / denominator)


G0_coarse, _ = visit_numbers(40)
G0_fine, G0_minus_G2 = visit_numbers(80)
G0 = 2 * G0_fine - G0_coarse  # removes the error proportional to 1/points
assert abs(G0_minus_G2 - 4 / 3) < 1e-3
return_probability = 1 - 1 / G0
p1 = (return_probability - 1 / 3) / 4
p0 = p1 + 1 / 3

# Direct propagation with the tracer (B site of cell zero) absorbing.
double_steps, width = 40, 84
A = np.zeros((width,) * 3)
A[0, 0, 0] = 1.0
same = other = 0.0
partial = {}
for step in range(1, double_steps + 1):
    same += A[0, 0, 0] / 4
    other += A[1, 0, 0] / 4
    B = (A + sum(np.roll(A, -1, axis=k) for k in range(3))) / 4
    B[0, 0, 0] = 0.0
    A = (B + sum(np.roll(B, 1, axis=k) for k in range(3))) / 4
    partial[step] = (same, other)
lam_direct = same - other
# The cut-off tail of the difference is about 5e-4.
assert abs(lam_direct - 1 / 3) < 1e-3
# Tails of p0 and p1 fall as the inverse square root of the step number.
p0_direct = 2 * partial[40][0] - partial[10][0]
p1_direct = 2 * partial[40][1] - partial[10][1]
assert abs(p0_direct - p0) < 4e-3 and abs(p1_direct - p1) < 4e-3

# Worked example: rough typical values in the regime of germanium.
T = 1100.0
a_nm = 0.566
E_form, E_mig, entropy_k = 2.6, 0.5, 10.0
attempt = 5e12
hour = 3600.0
kT = const.k * T / const.e
c_v = np.exp(entropy_k - E_form / kT)
w = attempt * np.exp(-E_mig / kT)
D_random = c_v * w * (a_nm * 1e-7)**2 / 8
D_tracer = 0.5 * D_random
length_nm = np.sqrt(2 * D_tracer * hour) * 1e7
energy_equivalent = kT * np.log(2)

# Sizes of neglected effects, with assumed parameters printed below.
energy_error = 0.1
error_factor = np.exp(energy_error / kT)
donors = 1.0  # in units of the intrinsic carrier density
electron_ratio = donors / 2 + np.sqrt(donors**2 / 4 + 1)
charge_factor = electron_ratio**2
extra_barrier = 0.5
second_rate = np.exp(-extra_barrier / kT)
second_offsets = [tuple(int(q) for q in np.subtract(o, p))
                  for o in offsets for p in offsets if o != p]
mixed_bonds = [diamond_bonds[v] + [(v, o, second_rate) for o in second_offsets]
               for v in range(2)]
f_mixed, D_mixed = tracer_transport(5, fcc_cell, diamond_basis, mixed_bonds)
second_ratio = D_mixed / large_D_same
assert second_ratio > 1
pair_binding = 1.0
pair_ratio = 2 * c_v * np.exp(pair_binding / kT)
tunnelling = (const.h * attempt / (const.k * T))**2 / 24

print("LATTICE RESULTS (dimensionless)")
for N_cell, f_cell in cell_results:
    print(f"master equation, N = {N_cell:3d} sites: f = {f_cell:.6f}")
print(f"diamond f extrapolated to infinite N: {f_diamond:.6f}")
print(f"honeycomb f extrapolated: {f_honeycomb:.5f}")
print(f"simple cubic f extrapolated: {f_cubic:.4f}; 1-2/z = {1-2/6:.4f}")
print(f"simulation, N = {N}: mean cosine, next jump = {cos1:.4f}")
print(f"  finite-cell formula for it = {cos1_theory:.4f}")
print(f"simulation: mean cosine, second-next jump = {cos2:.4f}")
print(f"  square of the formula value = {cos1_theory**2:.4f}")
print(f"G0 by quadrature = {G0:.5f}")
print(f"G0-G2 by quadrature = {G0_minus_G2:.6f}")
print(f"return probability Q = {return_probability:.4f}")
print(f"p0 = {p0:.4f}; p1 = {p1:.4f}")
print(f"direct propagation: p0 = {p0_direct:.4f}; p1 = {p1_direct:.4f}")
print(f"direct p0-p1 after {double_steps} double steps = {lam_direct:.5f}")
print("EXAMPLE: ROUGH GERMANIUM-LIKE INPUTS")
print(f"temperature = {T:.0f} K; kT = {kT:.5f} eV")
print(f"lattice constant = {a_nm:.3f} nm")
print(f"formation energy = {E_form:.1f} eV; entropy = {entropy_k:.0f} k")
print(f"migration energy = {E_mig:.1f} eV; attempts = {attempt:.1e} 1/s")
print(f"vacancy site fraction = {c_v:.3e}")
print(f"exchange rate per neighbour = {w:.3e} 1/s")
print(f"uncorrelated diffusivity = {D_random:.3e} cm2/s")
print(f"tracer diffusivity = {D_tracer:.3e} cm2/s")
print(f"rms displacement along one axis in {hour:.0f} s = {length_nm:.1f} nm")
print(f"energy error equivalent to omitting f = {energy_equivalent:.4f} eV")
print("NEGLECTED EFFECTS, ASSUMED PARAMETERS")
print(f"{energy_error:.1f} eV energy error: D factor = {error_factor:.2f}")
print(f"donors/intrinsic density = {donors:.1f}: n/ni = {electron_ratio:.3f}")
print(f"  doubly negative vacancies: D factor = {charge_factor:.3f}")
print(f"second-neighbour extra barrier = {extra_barrier:.1f} eV")
print(f"  relative rate per jump = {second_rate:.5f}")
print(f"  D factor = {second_ratio:.4f}; f in 250-site cell = {f_mixed:.4f}")
print(f"  f in the same cell without these jumps = {large_f_same:.4f}")
print(f"divacancy binding = {pair_binding:.1f} eV")
print(f"  divacancies per single vacancy = {pair_ratio:.2e}")
print(f"tracer exchange rate 0.97 w: D factor = {slow_tracer_ratio:.4f}")
print(f"leading tunnelling increase of w = {100*tunnelling:.3f} percent")
print("all tests passed")
```

It prints:

```
LATTICE RESULTS (dimensionless)
master equation, N =   2 sites: f = 1.000000
master equation, N =  16 sites: f = 0.548387
master equation, N =  54 sites: f = 0.514019
master equation, N = 250 sites: f = 0.503006
master equation, N = 686 sites: f = 0.501094
diamond f extrapolated to infinite N: 0.499998
honeycomb f extrapolated: 0.33330
simple cubic f extrapolated: 0.6530; 1-2/z = 0.6667
simulation, N = 54: mean cosine, next jump = -0.3200
  finite-cell formula for it = -0.3210
simulation: mean cosine, second-next jump = 0.1024
  square of the formula value = 0.1030
G0 by quadrature = 1.79288
G0-G2 by quadrature = 1.333336
return probability Q = 0.4422
p0 = 0.3606; p1 = 0.0272
direct propagation: p0 = 0.3624; p1 = 0.0263
direct p0-p1 after 40 double steps = 0.33286
EXAMPLE: ROUGH GERMANIUM-LIKE INPUTS
temperature = 1100 K; kT = 0.09479 eV
lattice constant = 0.566 nm
formation energy = 2.6 eV; entropy = 10 k
migration energy = 0.5 eV; attempts = 5.0e+12 1/s
vacancy site fraction = 2.696e-08
exchange rate per neighbour = 2.560e+10 1/s
uncorrelated diffusivity = 2.763e-13 cm2/s
tracer diffusivity = 1.382e-13 cm2/s
rms displacement along one axis in 3600 s = 315.4 nm
energy error equivalent to omitting f = 0.0657 eV
NEGLECTED EFFECTS, ASSUMED PARAMETERS
0.1 eV energy error: D factor = 2.87
donors/intrinsic density = 1.0: n/ni = 1.618
  doubly negative vacancies: D factor = 2.618
second-neighbour extra barrier = 0.5 eV
  relative rate per jump = 0.00512
  D factor = 1.0859; f in 250-site cell = 0.5247
  f in the same cell without these jumps = 0.5030
divacancy binding = 1.0 eV
  divacancies per single vacancy = 2.06e-03
tracer exchange rate 0.97 w: D factor = 0.9848
leading tunnelling increase of w = 0.198 percent
all tests passed
```
